**Electrolyte drop and Nernst term at 90 percent of limiting current**

For ideal binary copper sulphate, the electrolyte drop from bulk edge to cathode surface is (kT/2) ln[1/(1−f)] per unit charge, where kT is the thermal energy and f is the current divided by the limiting current. The Nernst concentration overpotential is a separate term of equal size and negative sign; at f = 0.9 and 298.15 K the two are 29.58 mV and −29.58 mV. The program asserts the drop against a transient finite-volume run that imposes zero anion flux only at the wall, and against a Poisson–Nernst–Planck solution without electroneutrality. It also asserts the valence dependence by integrating the species equations for 2:2 and 2:1 salts, and the Nernst term by counting states of an ideal solute. The acid formula is compared with a direct integration of three species, and the ion-pairing routine with two limiting cases. The output shows a drop of 1.39 mV with 1 mol/L of free protons, and about 43 mV when ion pairing is included with rough parameters. The ideal value is therefore a model result, not a prediction for a real bath.

## Numerical check

```python
"""Potential drop in a binary copper sulphate diffusion layer.

Result under test: at a fraction f of the limiting current the electrolyte
drop, bulk minus surface, is (kT/2) ln(1/(1-f)) per unit charge.
The Nernst concentration overpotential is a separate term,
-(kT/2) ln(1/(1-f)). Ions are ideal, with charges +2 and -2.
Symbols: c concentration, D diffusivity, t_plus = D_plus/(D_plus+D_minus),
v = potential/kT, u = 2v. Distance is scaled by the layer thickness,
with 0 at the cathode and 1 at the bulk edge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp, quad
from scipy.optimize import brentq
from scipy.special import gammaln

# Rough, round inputs in the regime of an acid-free plating solution
temperature = 298.15       # K
fraction = 0.9             # current / limiting current
c_bulk = 0.1               # mol/L
thickness = 50000.0        # nm
D_plus, D_minus, D_pair = 0.7e-5, 1.0e-5, 0.6e-5   # cm2/s
permittivity = 78.0        # relative, water
contact = 0.5              # nm, ion-pair contact distance
proton_bulk = 1.0          # mol/L, only for the acid comparison

kT = const.k * temperature / const.e               # eV
log_ratio = np.log(1 / (1 - fraction))
drop = 0.5 * kT * log_ratio
nernst = -0.5 * kT * log_ratio
t_plus = D_plus / (D_plus + D_minus)
limiting = (4 * const.e * const.N_A * D_plus * c_bulk * 1e-3
            / (thickness * 1e-7) * 1e3)             # mA/cm2


def switch_on(ratio, cells=100):
    """Transient neutral salt; ratio = D_minus/D_plus.

    Anion flux vanishes only at the wall, as a boundary condition.
    Returns initial u drop, final u drop, final ohmic part, surface c.
    """
    h = 1 / cells
    current = 2 * fraction

    def faces(c):
        full = np.append(c, 1.0)
        slope = np.diff(full) / h
        middle = 0.5 * (full[1:] + full[:-1])
        field = (current - (1 - ratio) * slope) / ((1 + ratio) * middle)
        return slope, middle, field

    def rate(time, c):
        slope, middle, field = faces(c)
        inward = ratio * (slope - middle * field)
        change = np.empty_like(c)
        change[0] = 2 * inward[0] / h
        change[1:] = np.diff(inward) / h
        return change

    start = np.ones(cells)
    end_time = 10 * (1 + ratio) / ratio
    run = solve_ivp(rate, (0, end_time), start, method="BDF",
                    rtol=1e-7, atol=1e-9)
    assert run.success
    final = run.y[:, -1]
    slope, middle, field = faces(final)
    ohmic = h * np.sum(current / ((1 + ratio) * middle))
    return h * faces(start)[2].sum(), h * field.sum(), ohmic, final[0]


for ratio in (0.3, D_minus / D_plus):
    first, last, ohmic, surface = switch_on(ratio)
    share = 1 / (1 + ratio)
    assert abs(first - 2 * fraction * share) < 1e-10
    assert abs(last - log_ratio) < 1e-3       # second-order grid error
    assert abs(ohmic - 2 * share * log_ratio) < 2e-3
    assert abs(surface - (1 - fraction)) < 1e-4
transient_drop = 0.5 * kT * last


def poisson_drop(debye):
    """u drop with Poisson's equation; debye = Debye length/thickness.

    The interface itself is taken free of diffuse charge.
    """
    def equations(x, y):
        cation, anion, u, field = y
        return np.vstack((2 * fraction - cation * field, anion * field,
                          field, -(cation - anion) / (2 * debye**2)))

    def ends(wall, bulk):
        return np.array([wall[0] - wall[1], bulk[0] - 1,
                         bulk[1] - 1, bulk[2]])

    x = np.linspace(0, 1, 1501)
    c = 1 - fraction + fraction * x
    guess = np.vstack((c, c, np.log(c), fraction / c))
    run = solve_bvp(equations, ends, x, guess, tol=1e-6, max_nodes=30000)
    assert run.success, run.message
    return -run.sol(0.0)[2]


coarse_error = poisson_drop(0.002) - log_ratio
fine_error = poisson_drop(0.001) - log_ratio
assert abs(fine_error) < 1e-3
assert 3.2 < coarse_error / fine_error < 4.8   # quadratic in Debye length


def march(charges, bulk, flux):
    """Integrate species inward; only the first species has a flux."""
    charges = np.array(charges, float)
    sources = np.zeros(len(charges))
    sources[0] = flux

    def rate(depth, y):
        c = y[:-1]
        field = charges[0] * flux / np.sum(charges**2 * c)
        return -np.append(sources - charges * c * field, field)

    run = solve_ivp(rate, (0, 1), np.append(bulk, 0.0),
                    rtol=1e-10, atol=1e-12)
    assert run.success
    return run.y[:-1, -1], -run.y[-1, -1]


for anion_charge in (2, 1):
    bulk = [1.0, 2.0 / anion_charge]
    flux = fraction * (1 + 2 / anion_charge)
    surface_c, v_drop = march([2, -anion_charge], bulk, flux)
    assert abs(surface_c[0] - (1 - fraction)) < 1e-7
    assert abs(v_drop - log_ratio / anion_charge) < 1e-6
drop_2_1 = kT * v_drop


# Ideal chemical potential from Z = V^N/N!, by adding one particle
def added_particle(number):
    return gammaln(number + 2) - gammaln(number + 1)


count_bulk = 1e6
count_surface = count_bulk * (1 - fraction)
counted = 0.5 * kT * (added_particle(count_surface)
                      - added_particle(count_bulk))
assert abs(counted - nernst) < 1e-6


# Acid comparison: total ion concentration varies linearly with distance
sulphate_bulk = c_bulk + proton_bulk / 2


def total_ions(v):
    return (2 * sulphate_bulk * np.exp(2 * v)
            + 0.5 * proton_bulk * np.exp(-v))


v_limit = np.log(proton_bulk / (2 * sulphate_bulk)) / 3
acid_limit = total_ions(0) - total_ions(v_limit)
acid_flux = fraction * acid_limit
v_acid = brentq(lambda v: total_ions(v) - total_ions(0) + acid_flux,
                v_limit, 0)
copper_acid = (sulphate_bulk * np.exp(2 * v_acid)
               - 0.5 * proton_bulk * np.exp(-v_acid))
marched, v_marched = march([2, 1, -2],
                           [c_bulk, proton_bulk, sulphate_bulk], acid_flux)
assert abs(v_marched + v_acid) < 1e-7
assert abs(marched[0] - copper_acid) < 1e-7
acid_drop = -kT * v_acid
acid_nernst = 0.5 * kT * np.log(copper_acid / c_bulk)
assert acid_drop < 0.2 * drop

# Bjerrum pairing, Debye-Hueckel activity of the free ions
per_nm3 = const.N_A * 1e-24                         # from mol/L
bjerrum = (const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity
                       * const.k * temperature) * 1e9)
pair_cutoff = 2 * bjerrum
debye_nm = 1 / np.sqrt(32 * np.pi * bjerrum * c_bulk * per_nm3)
charge_shift = (0.5 * kT * fine_error
                * (debye_nm / thickness / 0.001)**2)


def association(distance):
    integral = quad(lambda r: r**2 * np.exp(4 * bjerrum / r),
                    distance, pair_cutoff)[0]
    return 4 * np.pi * per_nm3 * integral           # L/mol


def paired_solution(K, cutoff, points=20001):
    """Return electrolyte drop, Nernst size and bulk paired fraction."""
    def activity(c):
        kappa = np.sqrt(32 * np.pi * bjerrum * c * per_nm3)
        return c * np.exp(-cutoff * kappa / (1 + cutoff * kappa))

    free = brentq(lambda c: c + K * activity(c)**2 - c_bulk,
                  1e-12, c_bulk * 1.01)
    c = np.geomspace(free * 1e-8, free, points)
    log_a = np.log(activity(c))
    pairs = K * activity(c)**2
    middle = 0.5 * (c[1:] + c[:-1])
    step = (2 * middle * np.diff(log_a)
            + (D_pair / D_minus + D_pair / D_plus) * np.diff(pairs))
    transport = np.append(0, np.cumsum(step))
    pair_part = np.append(0, np.cumsum(np.diff(pairs) / middle))
    c_wall = np.interp((1 - fraction) * transport[-1], transport, c)
    log_activity_ratio = log_a[-1] - np.interp(c_wall, c, log_a)
    extra = pair_part[-1] - np.interp(c_wall, c, pair_part)
    size = 0.5 * kT * log_activity_ratio
    return (size + 0.5 * kT * D_pair / D_minus * extra,
            size, 1 - free / c_bulk)


# Pairing routine against its ideal and constant-activity limits
assert abs(paired_solution(0, 0)[0] - drop) < 1e-6
K_test = 20.0
free_test = (-1 + np.sqrt(1 + 4 * K_test * c_bulk)) / (2 * K_test)
quadratic = K_test * (D_pair / D_minus + D_pair / D_plus)
target = (1 - fraction) * (2 * free_test + quadratic * free_test**2)
wall_test = (-1 + np.sqrt(1 + quadratic * target)) / quadratic
closed = 0.5 * kT * (np.log(free_test / wall_test)
                     + 2 * K_test * D_pair / D_minus
                     * (free_test - wall_test))
assert abs(paired_solution(K_test, 0)[0] - closed) < 1e-6

K_pair = association(contact)
real_drop, real_nernst, paired = paired_solution(K_pair, pair_cutoff)
grid_shift = real_drop - paired_solution(K_pair, pair_cutoff, 5001)[0]
assert abs(grid_shift) < 1e-5
wide_contact = contact + 0.1
wide_drop = paired_solution(association(wide_contact), pair_cutoff)[0]

warm = 323.15
warm_drop = 0.5 * const.k * warm / const.e * log_ratio
near_fraction = fraction + 0.01
near_drop = 0.5 * kT * np.log(1 / (1 - near_fraction))
uniform_drop = kT * fraction * t_plus

print(f"Temperature: {temperature:.2f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Current fraction: {fraction:.2f}")
print(f"Bulk concentration: {c_bulk:.3f} mol/L")
print(f"Surface concentration: {c_bulk*(1-fraction):.3f} mol/L")
print(f"Layer thickness: {thickness:.0f} nm")
print(f"Cation diffusivity: {D_plus:.2e} cm2/s")
print(f"Anion diffusivity: {D_minus:.2e} cm2/s")
print(f"Limiting current: {limiting:.2f} mA/cm2")
print(f"Applied current: {fraction*limiting:.2f} mA/cm2")
print(f"ln(bulk/surface): {log_ratio:.6f}")
print(f"ELECTROLYTE DROP: {drop:.6f} eV per e = {1e3*drop:.2f} mV")
print(f"NERNST TERM: {nernst:.6f} eV per e = {1e3*nernst:.2f} mV")
print(f"Sum of sizes: {drop-nernst:.6f} eV per e"
      f" = {1e3*(drop-nernst):.2f} mV")
print(f"Drop from transient run: {transient_drop:.6f} eV per e")
print(f"Nernst term from counting: {counted:.6f} eV per e")
print(f"Cation share t_plus: {t_plus:.4f}")
print(f"Local ohmic part: {2*t_plus*drop:.6f} eV per e")
print(f"Diffusion-potential part: {(1-2*t_plus)*drop:.6f} eV per e")
print(f"Uniform-solution drop: {uniform_drop:.6f} eV per e")
print(f"Drop minus uniform value: {drop-uniform_drop:.6f} eV per e")
print(f"Drop for a 2:1 salt: {drop_2_1:.6f} eV per e")
print(f"Poisson error, Debye/layer 0.002: {coarse_error:.3e} (in u)")
print(f"Poisson error, Debye/layer 0.001: {fine_error:.3e} (in u)")
print(f"Bulk Debye length: {debye_nm:.3f} nm")
print(f"Space-charge shift of drop: {charge_shift:.2e} eV per e")
print(f"Relative permittivity: {permittivity:.0f}")
print(f"Bjerrum length: {bjerrum:.3f} nm")
print(f"Pair contact distance: {contact:.2f} nm")
print(f"Pair diffusivity: {D_pair:.2e} cm2/s")
print(f"Association constant: {K_pair:.1f} L/mol")
print(f"Bulk paired fraction: {paired:.3f}")
print(f"Drop with pairing: {real_drop:.5f} eV per e")
print(f"Nernst size with pairing: {real_nernst:.5f} eV per e")
print(f"Pairing grid shift: {grid_shift:.1e} eV per e")
print(f"Drop, contact {wide_contact:.2f} nm: {wide_drop:.5f} eV per e")
print(f"Acid proton concentration: {proton_bulk:.2f} mol/L")
print(f"Drop with acid: {acid_drop:.6f} eV per e")
print(f"Nernst term with acid: {acid_nernst:.6f} eV per e")
print(f"Surface copper with acid: {copper_acid:.5f} mol/L")
print(f"Limiting current, acid/no acid: {acid_limit/(2*c_bulk):.4f}")
print(f"Ideal drop at {warm:.2f} K: {warm_drop:.6f} eV per e")
print(f"Ideal drop at fraction {near_fraction:.2f}:"
      f" {near_drop:.6f} eV per e")
print("PASS")
```

Output:

```
Temperature: 298.15 K
Thermal energy kT: 0.025693 eV
Current fraction: 0.90
Bulk concentration: 0.100 mol/L
Surface concentration: 0.010 mol/L
Layer thickness: 50000 nm
Cation diffusivity: 7.00e-06 cm2/s
Anion diffusivity: 1.00e-05 cm2/s
Limiting current: 54.03 mA/cm2
Applied current: 48.63 mA/cm2
ln(bulk/surface): 2.302585
ELECTROLYTE DROP: 0.029580 eV per e = 29.58 mV
NERNST TERM: -0.029580 eV per e = -29.58 mV
Sum of sizes: 0.059159 eV per e = 59.16 mV
Drop from transient run: 0.029575 eV per e
Nernst term from counting: -0.029580 eV per e
Cation share t_plus: 0.4118
Local ohmic part: 0.024360 eV per e
Diffusion-potential part: 0.005220 eV per e
Uniform-solution drop: 0.009521 eV per e
Drop minus uniform value: 0.020058 eV per e
Drop for a 2:1 salt: 0.059159 eV per e
Poisson error, Debye/layer 0.002: -1.439e-03 (in u)
Poisson error, Debye/layer 0.001: -3.792e-04 (in u)
Bulk Debye length: 0.479 nm
Space-charge shift of drop: -4.48e-10 eV per e
Relative permittivity: 78
Bjerrum length: 0.719 nm
Pair contact distance: 0.50 nm
Pair diffusivity: 6.00e-06 cm2/s
Association constant: 173.5 L/mol
Bulk paired fraction: 0.636
Drop with pairing: 0.04254 eV per e
Nernst size with pairing: 0.01969 eV per e
Pairing grid shift: -1.6e-09 eV per e
Drop, contact 0.60 nm: 0.03928 eV per e
Acid proton concentration: 1.00 mol/L
Drop with acid: 0.001392 eV per e
Nernst term with acid: -0.028914 eV per e
Surface copper with acid: 0.01053 mol/L
Limiting current, acid/no acid: 0.5301
Ideal drop at 323.15 K: 0.032060 eV per e
Ideal drop at fraction 0.91: 0.030933 eV per e
PASS
```
